# Sidewall-to-surface dose ratio in tilted ion implantation: test program

```python
# Result under test: for a parallel ion beam tilted by theta from the wafer normal,
#   (dose on a lit vertical sidewall) / (dose on a lit horizontal surface)
#       = tan(theta) * cos(phi),
# where phi is the twist between the beam's in-plane direction and the inward wall
# normal. Dose = ions arriving per unit area of the actual surface.
# Axes: z points up out of the wafer; the sidewall faces the -x direction.
# Geometry is tested by counting rays, not by projecting areas with cosines.
# A binary-collision simulation estimates ion reflection, which the law neglects.
import numpy as np
from scipy import constants as const
from scipy.interpolate import RectBivariateSpline

X, Y, Z = np.eye(3)
deg = np.pi / 180


def beam_direction(tilt, twist=0.0):
    return np.array([np.sin(tilt) * np.cos(twist),
                     np.sin(tilt) * np.sin(twist), -np.cos(tilt)])


def counted_dose(direction, edge1, edge2, rays=200000):
    """Hits per area on a patch, for one ion per unit area normal to the beam."""
    outward = np.cross(edge1, edge2)
    if direction @ outward > -1e-12:
        return 0.0                      # the solid itself hides this face
    u = np.cross(direction, Y)
    u /= np.linalg.norm(u)
    v = np.cross(direction, u)
    index = np.arange(1, rays + 1)
    g = 1.32471795724474602596          # low-discrepancy launch points
    side = 1.5
    p = side * ((0.5 + index / g) % 1 - 0.5)
    q = side * ((0.5 + index / g**2) % 1 - 0.5)
    launch = np.outer(u, p) + np.outer(v, q)
    matrix = np.column_stack([edge1, edge2, -direction])
    a, b, _ = np.linalg.inv(matrix) @ launch
    hits = np.count_nonzero((np.abs(a) < 0.5) & (np.abs(b) < 0.5))
    return hits * side**2 / rays / np.linalg.norm(outward)


def counted_ratio(tilt, twist=0.0, taper=0.0, rays=200000):
    d = beam_direction(tilt, twist)
    upslope = np.sin(taper) * X + np.cos(taper) * Z
    return counted_dose(d, upslope, Y, rays) / counted_dose(d, X, Y, rays)


# --- Dose ratio at several tilts and twists
worst = 0.0
for t in (10, 20, 45, 65):
    for f in (0, 30, 60):
        law = np.tan(t * deg) * np.cos(f * deg)
        worst = max(worst, abs(counted_ratio(t * deg, f * deg, rays=1000000) / law - 1))
assert worst < 5e-3

# --- Example inputs (rough typical values for an isolation-trench sidewall implant)
theta = 20 * deg
horizontal_dose = 1e13                  # cm^-2
width, silicon_depth, mask_height = 250.0, 300.0, 100.0   # nm
depth = silicon_depth + mask_height
energy = 10e3                           # eV
taper, tilt_error = 5 * deg, 1 * deg
ratio = np.tan(theta)
ray_ratio = counted_ratio(theta, rays=1000000)

# --- Tapered wall and tilt error
taper_ratio = np.sin(theta + taper) / np.cos(theta)
assert abs(counted_ratio(theta, taper=taper, rays=1000000) / taper_ratio - 1) < 5e-3
error_law = 2 * tilt_error / np.sin(2 * theta)
counted_slope = (counted_ratio(theta + tilt_error, rays=1000000)
                 - counted_ratio(theta - tilt_error, rays=1000000)) / 2 / ray_ratio
assert abs(counted_slope / error_law - 1) < 0.05   # small difference of ray counts


# --- Wafer rotation: total dose shared equally among twists
def rotated_ratio(twists):
    wall = sum(counted_dose(beam_direction(theta, f), Z, Y) for f in twists)
    top = sum(counted_dose(beam_direction(theta, f), X, Y) for f in twists)
    return wall / top


four_square = ratio / 4
four_diagonal = np.sqrt(2) * ratio / 4
continuous = ratio / np.pi
quarter_turns = np.arange(4) * np.pi / 2
assert abs(rotated_ratio(quarter_turns) / four_square - 1) < 5e-3
assert abs(rotated_ratio(quarter_turns + np.pi / 4) / four_diagonal - 1) < 5e-3
assert abs(rotated_ratio((np.arange(36) + 0.5) * 10 * deg) / continuous - 1) < 1e-2

# --- Symmetric angular spread about the beam axis
spread = 6 * deg
nodes, weights = np.polynomial.hermite.hermgauss(5)
axis = beam_direction(theta)
in_plane = np.array([np.cos(theta), 0, np.sin(theta)])
wall_sum = top_sum = 0.0
for xa, wa in zip(nodes, weights):
    for xb, wb in zip(nodes, weights):
        d = (axis + np.tan(np.sqrt(2) * spread * xa) * in_plane
             + np.tan(np.sqrt(2) * spread * xb) * Y)
        d /= np.linalg.norm(d)
        wall_sum += wa * wb * counted_dose(d, Z, Y)
        top_sum += wa * wb * counted_dose(d, X, Y)
spread_ratio = wall_sum / top_sum
assert abs(spread_ratio / ratio - 1) < 3e-3


# --- Shadowing: follow rays into a trench and record the first surface struck
def trace_trench(tilt, rays=400000):
    spacing = width / rays
    c = (np.arange(rays) + 0.5) * spacing          # position across the beam
    x0 = c * np.cos(tilt) + c * np.sin(tilt) / np.cos(tilt) * np.sin(tilt)
    x0 = x0[x0 < width]                            # rays entering the opening
    to_floor = depth / np.cos(tilt)
    to_wall = (width - x0) / np.sin(tilt)
    on_wall = to_wall < to_floor
    wall_depths = to_wall[on_wall] * np.cos(tilt)
    floor_x = x0[~on_wall] + to_floor * np.sin(tilt)
    return wall_depths, floor_x, spacing


wall_hits, floor_hits, spacing = trace_trench(theta)
floor_shadow = depth * np.tan(theta)
lit_limit = width / np.tan(theta)
assert lit_limit > depth and abs(wall_hits.max() - depth) < 0.1
assert abs(floor_hits.min() - floor_shadow) < 0.1
wall_density = len(wall_hits) * spacing / depth
floor_density = len(floor_hits) * spacing / (width - floor_hits.min())
assert abs(wall_density / floor_density / ratio - 1) < 2e-3
upper_share = np.mean(wall_hits < depth / 2)
assert abs(upper_share - 0.5) < 1e-3               # uniform along the wall
steep = 40 * deg
steep_wall, steep_floor, _ = trace_trench(steep)
steep_lit = width / np.tan(steep)
assert len(steep_floor) == 0 and abs(steep_wall.max() - steep_lit) < 0.1

# --- Reflection: boron in amorphous silicon, lengths in angstrom, energies in eV
Z1, Z2, M1, M2 = 5, 14, 11.009, 28.086
bohr = const.physical_constants['Bohr radius'][0] * 1e10
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
density = 8 / 5.431**3
screen_length = 0.8854 * bohr / (Z1**0.23 + Z2**0.23)
eps_per_eV = screen_length * M2 / (M1 + M2) / (Z1 * Z2 * e2)


def universal(x):
    return (0.1818 * np.exp(-3.2 * x) + 0.5099 * np.exp(-0.9423 * x)
            + 0.2802 * np.exp(-0.4028 * x) + 0.02817 * np.exp(-0.2016 * x))


gl_x, gl_w = np.polynomial.legendre.leggauss(60)
angle_nodes, angle_weights = (gl_x + 1) * np.pi / 4, gl_w * np.pi / 4


def scattering_angle(eps, b, screening=universal):
    """Centre-of-mass deflection; b is impact parameter / screening length."""
    eps, b = np.broadcast_arrays(np.asarray(eps, float), np.asarray(b, float))
    high = 1.001 * (0.5 / eps + np.sqrt(0.25 / eps**2 + b**2))
    low = np.full_like(high, 1e-9)
    for _ in range(70):                            # closest approach by bisection
        mid = (low + high) / 2
        inside = 1 - screening(mid) / (mid * eps) - b**2 / mid**2 < 0
        low, high = np.where(inside, mid, low), np.where(inside, high, mid)
    total = np.zeros_like(high)
    for t, w in zip(angle_nodes, angle_weights):
        s = np.sin(t)
        g = 1 - s * screening(high / s) / (high * eps) - (b * s / high)**2
        total += w * np.cos(t) / np.sqrt(g)
    return np.pi - 2 * b / high * total


test_b = np.array([0.1, 0.5, 2.0, 6.0])
coulomb = scattering_angle(0.7, test_b, lambda x: np.ones_like(x))
assert np.allclose(coulomb, 2 * np.arctan(1 / (2 * 0.7 * test_b)), rtol=1e-5)
for eps in (0.1, 1.0):                             # universal nuclear stopping fit
    s = (np.arange(2000) + 0.5) / 2000
    b = 15 * s**2
    integral = eps * np.sum(np.sin(scattering_angle(eps, b) / 2)**2
                            * 2 * b * 30 * s) / 2000
    fit = np.log(1 + 1.1383 * eps) / (2 * (eps + 0.01321 * eps**0.21226
                                           + 0.19593 * eps**0.5))
    assert abs(integral / fit - 1) < 0.10          # the fit is good to some per cent

log_eps = np.linspace(np.log(8e-4), np.log(1.2), 50)
b_grid = 11 * np.linspace(0, 1, 120)**2
table = scattering_angle(np.exp(log_eps)[:, None], b_grid[None, :])
log_angle = RectBivariateSpline(log_eps, b_grid, np.log(table))
rng = np.random.default_rng(7)
le, bb = rng.uniform(log_eps[0], log_eps[-1], 500), rng.uniform(0, 10.8, 500)
assert np.max(np.abs(np.exp(log_angle.ev(le, bb))
                     - scattering_angle(np.exp(le), bb))) < 5e-3

bohr_speed = const.alpha * const.c
speed_per_root_eV = np.sqrt(2 * const.e / (M1 * const.atomic_mass))
electronic = (8 * np.pi * e2 * bohr * Z1**(7 / 6) * Z2
              / (Z1**(2 / 3) + Z2**(2 / 3))**1.5 * speed_per_root_eV / bohr_speed)
free_path = density**(-1 / 3)
b_max = free_path / np.sqrt(np.pi) / screen_length
transfer = 4 * M1 * M2 / (M1 + M2)**2


def implant(incidence, ions=20000, cutoff=10.0):
    """Return reflected fraction and mean depth (nm) of the retained ions."""
    E = np.full(ions, energy)
    mu = np.full(ions, np.cos(incidence))          # direction cosine into the solid
    z = np.zeros(ions)
    step = free_path * rng.random(ions)
    reflected, depths = 0, []
    while len(E):
        z = z + step * mu
        E = E - density * step * electronic * np.sqrt(E)
        escaped = z < 0
        stopped = ~escaped & (E < cutoff)
        reflected += np.count_nonzero(escaped)
        depths.append(z[stopped])
        go = ~escaped & ~stopped
        E, mu, z = E[go], mu[go], z[go]
        if not len(E):
            break
        b = b_max * np.sqrt(rng.random(len(E)))
        angle = np.exp(log_angle.ev(np.log(E * eps_per_eV), b))
        lab = np.arctan2(np.sin(angle), np.cos(angle) + M1 / M2)
        E = E * (1 - transfer * np.sin(angle / 2)**2)
        turn = np.cos(2 * np.pi * rng.random(len(E)))
        mu = mu * np.cos(lab) + np.sqrt(np.maximum(0, 1 - mu**2)) * np.sin(lab) * turn
        mu = np.clip(mu, -1, 1)
        step = free_path
    return reflected / ions, np.concatenate(depths).mean() / 10


ions = 20000
top_reflection, top_depth = implant(theta, ions)
wall_reflection, wall_depth = implant(np.pi / 2 - theta, ions)
top_se = np.sqrt(top_reflection * (1 - top_reflection) / ions)
wall_se = np.sqrt(wall_reflection * (1 - wall_reflection) / ions)
assert wall_reflection - top_reflection > 5 * np.hypot(top_se, wall_se)
assert wall_depth < top_depth
retained_ratio = ratio * (1 - wall_reflection) / (1 - top_reflection)

# --- Worked example
wall_dose = horizontal_dose * ratio
beam_fluence = horizontal_dose / np.cos(theta)
sputter_yield = 1.0
removed_nm = wall_dose * sputter_yield / (density * 1e24) * 1e7

print(f"largest ray-count deviation from law: {100*worst:.3f} %")
print(f"tilt: {theta/deg:.1f} deg; incidence on wall: {90-theta/deg:.1f} deg")
print(f"boron energy: {energy/1e3:.1f} keV")
print(f"ratio from tan(theta): {ratio:.4f}; from rays: {ray_ratio:.4f}")
print(f"horizontal dose: {horizontal_dose:.3e} cm^-2")
print(f"fluence normal to beam: {beam_fluence:.3e} cm^-2")
print(f"sidewall dose: {wall_dose:.3e} cm^-2")
print("if the same set dose were instead quoted normal to the beam:")
print(f"  horizontal dose: {horizontal_dose*np.cos(theta):.3e} cm^-2")
print(f"  sidewall dose: {horizontal_dose*np.sin(theta):.3e} cm^-2")
print(f"trench opening: {width:.0f} nm")
print(f"silicon depth: {silicon_depth:.0f} nm; mask: {mask_height:.0f} nm")
print(f"total depth: {depth:.0f} nm")
print(f"depth reachable by light on wall: {lit_limit:.1f} nm")
print(f"floor shadow: {floor_shadow:.1f} nm")
print(f"lit floor: {width-floor_shadow:.1f} nm")
print(f"largest tilt lighting whole wall: {np.arctan(width/depth)/deg:.1f} deg")
print(f"lit wall depth at {steep/deg:.0f} deg tilt: {steep_lit:.1f} nm")
print(f"traced wall/floor dose ratio: {wall_density/floor_density:.4f}")
print(f"four steps, twists 0/90/180/270 deg, ratio: {four_square:.4f}")
print(f"four steps, twists 45/135/225/315 deg, ratio: {four_diagonal:.4f}")
print(f"continuous rotation, ratio: {continuous:.4f}")
print(f"sidewall dose, 0/90/180/270: {horizontal_dose*four_square:.3e} cm^-2")
print(f"taper {taper/deg:.0f} deg, ratio: {taper_ratio:.4f}")
print(f"taper change: {100*(taper_ratio/ratio-1):+.1f} %")
print(f"tilt error {tilt_error/deg:.0f} deg, ratio change: {100*error_law:.1f} %")
print(f"angular spread {spread/deg:.0f} deg rms, counted ratio: {spread_ratio:.4f}")
print(f"simulated ions per surface: {ions}")
print(f"reflected, horizontal: {100*top_reflection:.1f} +- {100*top_se:.1f} %")
print(f"reflected, sidewall: {100*wall_reflection:.1f} +- {100*wall_se:.1f} %")
print(f"retained-dose ratio: {retained_ratio:.3f}")
print(f"reflection change of ratio: {100*(retained_ratio/ratio-1):+.1f} %")
print(f"mean ion depth below horizontal surface: {top_depth:.1f} nm")
print(f"mean ion depth behind sidewall: {wall_depth:.1f} nm")
print(f"horizontal ion depth / total trench depth: {top_depth/depth:.3f}")
print(f"assumed sputter yield: {sputter_yield:.1f} atom per ion")
print(f"silicon removed from sidewall: {removed_nm:.1e} nm")
print("all tests passed")
```

Printed output:

```
largest ray-count deviation from law: 0.044 %
tilt: 20.0 deg; incidence on wall: 70.0 deg
boron energy: 10.0 keV
ratio from tan(theta): 0.3640; from rays: 0.3640
horizontal dose: 1.000e+13 cm^-2
fluence normal to beam: 1.064e+13 cm^-2
sidewall dose: 3.640e+12 cm^-2
if the same set dose were instead quoted normal to the beam:
  horizontal dose: 9.397e+12 cm^-2
  sidewall dose: 3.420e+12 cm^-2
trench opening: 250 nm
silicon depth: 300 nm; mask: 100 nm
total depth: 400 nm
depth reachable by light on wall: 686.9 nm
floor shadow: 145.6 nm
lit floor: 104.4 nm
largest tilt lighting whole wall: 32.0 deg
lit wall depth at 40 deg tilt: 297.9 nm
traced wall/floor dose ratio: 0.3640
four steps, twists 0/90/180/270 deg, ratio: 0.0910
four steps, twists 45/135/225/315 deg, ratio: 0.1287
continuous rotation, ratio: 0.1159
sidewall dose, 0/90/180/270: 9.099e+11 cm^-2
taper 5 deg, ratio: 0.4497
taper change: +23.6 %
tilt error 1 deg, ratio change: 5.4 %
angular spread 6 deg rms, counted ratio: 0.3640
simulated ions per surface: 20000
reflected, horizontal: 4.7 +- 0.1 %
reflected, sidewall: 33.0 +- 0.3 %
retained-dose ratio: 0.256
reflection change of ratio: -29.7 %
mean ion depth below horizontal surface: 44.1 nm
mean ion depth behind sidewall: 27.1 nm
horizontal ion depth / total trench depth: 0.110
assumed sputter yield: 1.0 atom per ion
silicon removed from sidewall: 7.3e-04 nm
all tests passed
```
